# Symmetric split-operator error and the oscillator's modified Hamiltonian: a program that tests the result

```python
# Result under test (Hartree atomic units, hbar = 1):
#   S(dt) = exp(-i V dt/2) exp(-i T dt) exp(-i V dt/2)
#         = exp(-i dt (H + dt^2 H2 + O(dt^4))),   H = T + V,  T = p^2/(2m),
#   H2 = [V,[V,T]]/24 - [T,[T,V]]/12
#      = -V'^2/(24 m) + (p V'' p - V''''/4)/(12 m^2).
# For V = m w^2 x^2/2 and w dt < 2 the step is exactly exp(-i dt Hmod), with
#   Hmod = Omega/(w c) * G,  G = T + c^2 V,  c^2 = 1 - (w dt)^2/4,
#   Omega = (2/dt) arcsin(w dt/2).
# Symbols: m mass, w frequency, dt time step, x position, k wave number.
import numpy as np
import sympy as sp
from scipy.linalg import expm, logm, eigh
from scipy.constants import physical_constants

AS_PER_AU = physical_constants["atomic unit of time"][0] * 1e18
EV_PER_HARTREE = physical_constants["Hartree energy in eV"][0]


def make_grid(n, half_width):
    dx = 2 * half_width / n
    return -half_width + dx * np.arange(n), 2 * np.pi * np.fft.fftfreq(n, dx), dx


def split_step(psi, pot, k, mass, dt):
    half_kick = np.exp(-0.5j * dt * pot)
    drift = np.exp(-0.5j * dt * k**2 / mass)
    return half_kick * np.fft.ifft(drift * np.fft.fft(half_kick * psi))


def kinetic_matrix(k, mass):
    columns = np.fft.fft(np.eye(len(k)), axis=0)
    mat = np.fft.ifft((k**2 / (2 * mass))[:, None] * columns, axis=0).real
    return 0.5 * (mat + mat.T)


def comm(a, b):
    return a @ b - b @ a


# --- Commutator coefficients, tested on random Hermitian matrices ---
rng = np.random.default_rng(1)


def random_hermitian(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    a = a + a.conj().T
    return a / np.linalg.norm(a, 2)


Vm, Tm = random_hermitian(6), random_hermitian(6)
H2m = comm(Vm, comm(Vm, Tm)) / 24 - comm(Tm, comm(Tm, Vm)) / 12
remainders = []
for h in (0.2, 0.1):
    S = expm(-0.5j * h * Vm) @ expm(-1j * h * Tm) @ expm(-0.5j * h * Vm)
    generator = 1j * logm(S) / h
    remainders.append(np.linalg.norm(generator - Vm - Tm - h**2 * H2m))
matrix_ratio = remainders[0] / remainders[1]
assert remainders[1] < 0.05 * 0.1**2 * np.linalg.norm(H2m)
assert 15 < matrix_ratio < 17      # remainder of order dt^4, no odd orders
print(f"Random matrices: remainder ratio on halving dt = {matrix_ratio:.3f}")

# --- Differential form of H2, tested on a quartic potential ---
mq = 2.0
x, k, dx = make_grid(128, 8.0)
Vq = 0.5 * x**2 + 0.1 * x**4
dV, d2V, d4V = x + 0.4 * x**3, 1 + 1.2 * x**2, 2.4
psi = np.exp(-(x - 0.5)**2).astype(complex)
psi /= np.sqrt(np.sum(abs(psi)**2) * dx)
energies, vectors = eigh(kinetic_matrix(k, mq) + np.diag(Vq))


def exact_evolution(state, t):
    return vectors @ (np.exp(-1j * energies * t) * (vectors.T @ state))


def apply_p(f):
    return np.fft.ifft(k * np.fft.fft(f))


def l2(f):
    return np.sqrt(np.sum(abs(f)**2) * dx)


fourth_term = -d4V / (48 * mq**2) * psi
H2psi = (-dV**2 / (24 * mq) * psi
         + apply_p(d2V * apply_p(psi)) / (12 * mq**2) + fourth_term)
local_errors, global_errors = [], []
for h in (0.02, 0.01):
    forward = split_step(psi, Vq, k, mq, h) - exact_evolution(psi, h)
    backward = split_step(psi, Vq, k, mq, -h) - exact_evolution(psi, -h)
    measured = (forward - backward) / (-2j * h**3)
    local_errors.append(l2(measured - H2psi) / l2(H2psi))
    state = psi.copy()
    for _ in range(round(2.0 / h)):
        state = split_step(state, Vq, k, mq, h)
    global_errors.append(l2(state - exact_evolution(psi, 2.0)))
without_fourth = l2(measured - H2psi + fourth_term) / l2(H2psi)
assert local_errors[1] < 5e-3 and 3.8 < local_errors[0] / local_errors[1] < 4.2
assert without_fourth > 0.05
assert 3.9 < global_errors[0] / global_errors[1] < 4.1
print("Quartic test: m = 2, V = 0.5 x^2 + 0.1 x^4 (atomic units)")
print(f"  norm of H2 psi = {l2(H2psi):.5f} a.u.")
print(f"  relative mismatch of H2 psi, dt=0.02: {local_errors[0]:.2e}")
print(f"  relative mismatch of H2 psi, dt=0.01: {local_errors[1]:.2e}")
print(f"  same at dt=0.01 without V'''' term: {without_fourth:.3f}")
print(f"  state error at t=2, dt=0.02: {global_errors[0]:.3e}")
print(f"  state error at t=2, dt=0.01: {global_errors[1]:.3e}")

# --- Expansion of the exact oscillator generator agrees with H2 ---
s = sp.symbols("s", positive=True)   # s = w dt
prefactor = 2 * sp.asin(s / 2) / (s * sp.sqrt(1 - s**2 / 4))
t_series = sp.series(prefactor, s, 0, 4).removeO()
v_series = sp.series(prefactor * (1 - s**2 / 4), s, 0, 4).removeO()
# H2 for the oscillator: V'' = m w^2, V'^2 = m^2 w^4 x^2, V'''' = 0
m_, w_, x_, p_ = sp.symbols("m w x p", positive=True)
V_ = m_ * w_**2 * x_**2 / 2
H2_osc = (-sp.diff(V_, x_)**2 / (24 * m_)
          + sp.diff(V_, x_, 2) * p_**2 / (12 * m_**2))
from_exact = (t_series.coeff(s, 2) * p_**2 / (2 * m_)
              + v_series.coeff(s, 2) * V_) * w_**2
assert sp.simplify(H2_osc - from_exact) == 0

# --- Harmonic oscillator: worked example ---
mass, w, x0 = 2.0, 0.4, 2.0
x, k, dx = make_grid(256, 16.0)
V = 0.5 * mass * w**2 * x**2
T_matrix = kinetic_matrix(k, mass)


def ground_state(xg, shift):
    return ((mass * w / np.pi)**0.25
            * np.exp(-0.5 * mass * w * (xg - shift)**2)).astype(complex)


def moments(state, xg, kg, dxg):
    rho = abs(state)**2 * dxg
    rho_k = abs(np.fft.fft(state))**2 * dxg / len(xg)
    return np.array([rho.sum(), (xg * rho).sum(), (xg**2 * rho).sum(),
                     (kg**2 * rho_k).sum()])


def propagate(dt, steps, grid, shift):
    xg, kg, dxg = grid
    pot = 0.5 * mass * w**2 * xg**2
    state = ground_state(xg, shift)
    record = [moments(state, xg, kg, dxg)]
    for _ in range(steps):
        state = split_step(state, pot, kg, mass, dt)
        record.append(moments(state, xg, kg, dxg))
    return np.array(record).T


dt = 2.0
c = np.sqrt(1 - (w * dt)**2 / 4)
theta = 2 * np.arcsin(w * dt / 2)
Omega = theta / dt
scale = Omega / (w * c)
mod_levels, mod_vectors = eigh(scale * (T_matrix + c**2 * np.diag(V)))
assert np.allclose(mod_levels[:6], (np.arange(6) + 0.5) * Omega, atol=1e-9)
for n in range(6):
    v = mod_vectors[:, n]
    residual = split_step(v, V, k, mass, dt) - np.exp(-1j * theta * (n + 0.5)) * v
    assert np.linalg.norm(residual) < 1e-9
start = ground_state(x, x0)
by_generator = mod_vectors @ (np.exp(-1j * dt * mod_levels)
                              * (mod_vectors.T @ start))
generator_mismatch = np.sqrt(dx) * np.linalg.norm(
    split_step(start, V, k, mass, dt) - by_generator)
assert generator_mismatch < 1e-9
gaussian = np.exp(-0.5 * mass * w * c * x**2)
assert np.max(abs(split_step(gaussian, V, k, mass, dt)
                  - np.exp(-0.5j * theta) * gaussian)) < 1e-9

print("Oscillator: m = %.1f, w = %.2f hartree, x0 = %.1f bohr" % (mass, w, x0))
print(f"  dt = {dt:.2f} a.u. = {dt * AS_PER_AU:.2f} as, w dt = {w * dt:.2f}")
print(f"  limit dt = 2/w = {2 / w:.2f} a.u. = {2 / w * AS_PER_AU:.2f} as")
print(f"  c^2 = {c**2:.4f}, theta = {theta:.6f} rad")
print(f"  Omega = {Omega:.6f} hartree = {Omega * EV_PER_HARTREE:.4f} eV")
print(f"  prefactor Omega/(w c) = {scale:.6f}")
print("  lowest grid levels of Hmod (hartree): "
      + ", ".join(f"{e:.6f}" for e in mod_levels[:3]))
print(f"  ground-level shift, exact: {0.5 * (Omega - w):.6f} hartree")
print(f"  ground-level shift, leading: {w**3 * dt**2 / 48:.6f} hartree")
print(f"  one step vs exp(-i dt Hmod), state mismatch: {generator_mismatch:.1e}")

steps = 1000
swings = {}
for h in (2.0, 1.0):
    norm, mean_x, x2, p2 = propagate(h, steps, (x, k, dx), x0)
    ch2 = 1 - (w * h)**2 / 4
    th = 2 * np.arcsin(w * h / 2)
    kin, pot = p2 / (2 * mass), 0.5 * mass * w**2 * x2
    G, H = kin + ch2 * pot, kin + pot
    truncated = kin * (1 + (w * h)**2 / 6) + pot * (1 - (w * h)**2 / 12)
    number = np.arange(steps + 1)
    x2_law = ((x0**2 + 1 / (2 * mass * w)) * np.cos(number * th)**2
              + np.sin(number * th)**2 / (2 * mass * w * ch2))
    H_law = G[0] + mass * w**4 * h**2 / 8 * x2_law
    assert np.ptp(G) < 1e-9 and np.max(abs(norm - 1)) < 1e-10
    assert np.max(abs(H - H_law)) < 1e-9
    assert np.max(abs(mean_x - x0 * np.cos(number * th))) < 1e-8
    assert np.ptp(truncated) < 0.5 * np.ptp(H)
    swings[h] = (np.ptp(H), np.ptp(truncated))
    print(f"  {steps} steps at dt = {h:.1f} a.u.:")
    print(f"    <G> = {G[0]:.6f} hartree, spread {np.ptp(G):.1e} hartree")
    print(f"    <H> start {H[0]:.6f}, min {H.min():.6f}, max {H.max():.6f} hartree")
    print(f"    swing of <H> = {swings[h][0]:.6f} hartree")
    print(f"    swing of <H + dt^2 H2> = {swings[h][1]:.6f} hartree")
    if h == dt:
        print("    <H> after steps 1, 2, 3, 4 (hartree): "
              + ", ".join(f"{e:.6f}" for e in H[1:5]))
        print(f"    <x> after 20 steps: {mean_x[20]:.5f} bohr")
        print(f"    true <x> at that time: {x0 * np.cos(20 * w * h):.5f} bohr")
H_ratio = swings[2.0][0] / swings[1.0][0]
truncated_ratio = swings[2.0][1] / swings[1.0][1]
assert 3.7 < H_ratio < 4.3          # second order in dt
assert 13 < truncated_ratio < 20    # fourth order in dt
print(f"  swing ratios dt=2 to dt=1: <H> {H_ratio:.2f}, "
      f"<H + dt^2 H2> {truncated_ratio:.2f}")

# --- At and above the limit: G still conserved, motion unbounded ---
wide = make_grid(32768, 200.0)
number = np.arange(5)
for h in (5.0, 5.25):
    norm, mean_x, x2, p2 = propagate(h, 4, wide, 0.0)
    if h * w > 2 + 1e-12:
        mu = np.arccosh((w * h)**2 / 2 - 1)
        law = (np.cosh(number * mu)**2 / (2 * mass * w)
               + (h * np.sinh(number * mu) / (mass * np.sinh(mu)))**2
               * mass * w / 2)
    else:
        law = (1 + 4 * number**2) / (2 * mass * w)
    G = p2 / (2 * mass) + (1 - (w * h)**2 / 4) * 0.5 * mass * w**2 * x2
    assert np.allclose(x2, law, rtol=1e-7)
    assert np.ptp(G) < 1e-7 and np.max(abs(norm - 1)) < 1e-10
    print(f"w dt = {w * h:.2f}, x0 = 0: <x^2> at steps 0-4 (bohr^2): "
          + ", ".join(f"{value:.3f}" for value in x2))
    print(f"  <G> = {G[0]:.6f} hartree, spread {np.ptp(G):.1e} hartree")
print(f"Growth factor of the amplitude per step at w dt = 2.10: {np.exp(mu):.4f}")

print("OK")
```

Output:

```
Random matrices: remainder ratio on halving dt = 16.049
Quartic test: m = 2, V = 0.5 x^2 + 0.1 x^4 (atomic units)
  norm of H2 psi = 0.10306 a.u.
  relative mismatch of H2 psi, dt=0.02: 2.77e-03
  relative mismatch of H2 psi, dt=0.01: 6.95e-04
  same at dt=0.01 without V'''' term: 0.121
  state error at t=2, dt=0.02: 3.355e-05
  state error at t=2, dt=0.01: 8.388e-06
Oscillator: m = 2.0, w = 0.40 hartree, x0 = 2.0 bohr
  dt = 2.00 a.u. = 48.38 as, w dt = 0.80
  limit dt = 2/w = 5.00 a.u. = 120.94 as
  c^2 = 0.8400, theta = 0.823034 rad
  Omega = 0.411517 hartree = 11.1979 eV
  prefactor Omega/(w c) = 1.122504
  lowest grid levels of Hmod (hartree): 0.205758, 0.617275, 1.028792
  ground-level shift, exact: 0.005758 hartree
  ground-level shift, leading: 0.005333 hartree
  one step vs exp(-i dt Hmod), state mismatch: 2.0e-14
  1000 steps at dt = 2.0 a.u.:
    <G> = 0.721600 hartree, spread 2.3e-14 hartree
    <H> start 0.840000, min 0.740648, max 0.840000 hartree
    swing of <H> = 0.099352 hartree
    swing of <H + dt^2 H2> = 0.010598 hartree
    <H> after steps 1, 2, 3, 4 (hartree): 0.786588, 0.741209, 0.801446, 0.837765
    <x> after 20 steps: -1.45968 bohr
    true <x> at that time: -1.91532 bohr
  1000 steps at dt = 1.0 a.u.:
    <G> = 0.810400 hartree, spread 2.9e-14 hartree
    <H> start 0.840000, min 0.814567, max 0.840000 hartree
    swing of <H> = 0.025433 hartree
    swing of <H + dt^2 H2> = 0.000678 hartree
  swing ratios dt=2 to dt=1: <H> 3.91, <H + dt^2 H2> 15.63
w dt = 2.00, x0 = 0: <x^2> at steps 0-4 (bohr^2): 0.625, 3.125, 10.625, 23.125, 40.625
  <G> = 0.100000 hartree, spread 9.2e-16 hartree
w dt = 2.10, x0 = 0: <x^2> at steps 0-4 (bohr^2): 0.625, 3.664, 18.274, 70.875, 256.571
  <G> = 0.089750 hartree, spread 4.0e-15 hartree
Growth factor of the amplitude per step at w dt = 2.10: 1.8773
OK
```
